# Natural occupations and the Mueller functional in the half-filled Hubbard dimer

## Problem

Two electrons occupy two equivalent sites, each with one orbital. The Hamiltonian is

$$H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},\qquad t>0,\quad U>0 .$$

The one-body density matrix is $\gamma_{pq}=\langle c^\dagger_q c_p\rangle$, where $p$ and $q$ label spin-orbitals (site and spin). Its eigenvectors are the natural orbitals and its eigenvalues the natural occupations. Occupations are counted per spin, so each lies between 0 and 1.

The Mueller functional estimates the interaction energy from $\gamma$ alone. For an interaction of density-density form,

$$\hat V=\tfrac12\sum_{pq}v_{pq}\,c^\dagger_pc^\dagger_qc_qc_p ,\tag{1}$$

it reads

$$W_M[\gamma]=\tfrac12\sum_{pq}v_{pq}\left[\gamma_{pp}\gamma_{qq}-\left|(\sqrt\gamma)_{pq}\right|^2\right].\tag{2}$$

The Hartree-Fock expression has $|\gamma_{pq}|^2$ in place of $|(\sqrt\gamma)_{pq}|^2$.

(a) Find the natural occupations $n_a\ge n_b$ of the ground state.
(b) Express the exact interaction energy $W=\langle\hat V\rangle$ through $U$, $n_a$ and $n_b$.
(c) Evaluate $W_M$ for the same $\gamma$ and compare it with $W$. Does minimizing the Mueller energy give the right ground state?
(d) What happens if the site energies differ, or if $U<0$?

## First estimate by scaling

**Weak repulsion, $U\ll t$.** Both electrons sit in the bonding orbital. Each is on either site with probability $1/2$, independently of the other, so they share a site with probability $1/2$ and $W\approx U/2$. The repulsion mixes in the doubly occupied antibonding orbital. The coupling is of order $U$ and the energy gap of order $t$, so the admixed amplitude is of order $U/t$ and

$$n_b\sim (U/t)^2 .$$

The change in $W$ comes from interference between the two configurations and is linear in the amplitude:

$$W-\frac U2\sim -U\,\frac Ut\sim-U\sqrt{n_b}.$$

The correction thus follows the square root of the small occupation.

**Strong repulsion, $U\gg t$.** There is one electron on each site. Hopping admixes doubly occupied sites with amplitude of order $t/U$, so $W\sim U(t/U)^2=t^2/U$. The hopping energy is of order $t$ times this amplitude, $-t^2/U$. It is also of order $-t(n_a-n_b)$, because bonding and antibonding electrons contribute with opposite signs. Therefore

$$n_a-n_b\sim t/U,\qquad W\sim U(n_a-n_b)^2 .$$

So $W$ rises with $U$ at first and later falls, with the change at $U$ of order $t$. Scaling leaves the numerical factors open, as well as the function that joins the two regimes.

## Exact solution

### The ground state

Define bonding and antibonding operators $a_\sigma=(c_{1\sigma}+c_{2\sigma})/\sqrt2$ and $b_\sigma=(c_{1\sigma}-c_{2\sigma})/\sqrt2$. Multiplying out gives $a^\dagger_\sigma a_\sigma-b^\dagger_\sigma b_\sigma=c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}$, so a bonding electron has hopping energy $-t$ and an antibonding one $+t$.

Two electrons in four spin-orbitals have six states.

- Three are triplets. They have one electron in $a$ and one in $b$, so their hopping energy is $-t+t=0$. They have no doubly occupied site, so their energy is 0.
- One is the odd ionic singlet $(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}-c^\dagger_{2\uparrow}c^\dagger_{2\downarrow})|0\rangle/\sqrt2$. It equals $(a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow)|0\rangle/\sqrt2$, so its hopping energy is again 0 and its energy is $U$.
- Two are even singlets, $|aa\rangle=a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle$ and $|bb\rangle=b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle$.

To find the repulsion in the even pair, introduce the even ionic and the covalent states

$$|I\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}}{\sqrt2}|0\rangle,\qquad |C\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}}{\sqrt2}|0\rangle .$$

Expanding the products of operators gives

$$|aa\rangle=\frac{|I\rangle+|C\rangle}{\sqrt2},\qquad |bb\rangle=\frac{|I\rangle-|C\rangle}{\sqrt2}.\tag{3}$$

The repulsion gives $U$ on $|I\rangle$ and 0 on $|C\rangle$, so all four of its matrix elements between $|aa\rangle$ and $|bb\rangle$ equal $U/2$. In the basis $(|aa\rangle,|bb\rangle)$,

$$H=\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix}.$$

With $R=\sqrt{U^2+16t^2}$ its eigenvalues are $U/2\pm\sqrt{4t^2+U^2/4}=(U\pm R)/2$. Since $R>U$, the lower one,

$$E_0=\frac{U-R}2 ,\tag{4}$$

is negative. It lies below all other levels, and the ground state is unique.

### (a) Natural occupations

Write the ground state as $|\psi\rangle=\alpha|aa\rangle-\beta|bb\rangle$ with $\alpha>0$ and $\alpha^2+\beta^2=1$. The first row of the eigenvalue equation is

$$\left(-2t+\frac U2\right)\alpha-\frac U2\beta=\frac{U-R}2\alpha\quad\Rightarrow\quad\frac\beta\alpha=\frac{R-4t}{U}.\tag{5}$$

This is positive for $U>0$, so the two configurations enter with opposite signs.

In this state $\langle a^\dagger_\sigma a_\sigma\rangle=\alpha^2$ and $\langle b^\dagger_\sigma b_\sigma\rangle=\beta^2$. The mixed element $\langle a^\dagger_\sigma b_\sigma\rangle$ vanishes: moving one electron from $b$ to $a$ leaves one electron in each orbital, which is orthogonal to $|\psi\rangle$. Elements between opposite spins vanish because they change the total spin projection. Hence $a$ and $b$ are the natural orbitals, with $n_a=\alpha^2$ and $n_b=\beta^2$.

Using $U^2=R^2-16t^2=(R-4t)(R+4t)$,

$$\frac{n_b}{n_a}=\frac{(R-4t)^2}{U^2}=\frac{R-4t}{R+4t}.$$

Together with $n_a+n_b=1$ this gives

$$n_{a,b}=\frac12\left(1\pm\frac{4t}{\sqrt{U^2+16t^2}}\right),\qquad \sqrt{n_an_b}=\frac{\sqrt{R^2-16t^2}}{2R}=\frac U{2R}.\tag{6}$$

### (b) Exact interaction energy

By (3), the amplitude of $|I\rangle$ in $|\psi\rangle$ is $(\alpha-\beta)/\sqrt2$. Only this component costs repulsion, so

$$W=\frac U2(\alpha-\beta)^2=\frac U2\left(\alpha^2+\beta^2-2\alpha\beta\right)=\frac U2-U\sqrt{n_an_b}.\tag{7}$$

The opposite signs in $|\psi\rangle$ make the ionic parts of the two configurations cancel partly. This is how the electrons avoid each other.

Equation (7) also holds away from the ground state, as the smallest $W$ that a singlet with given occupations of $a$ and $b$ can have. A general singlet is $A|aa\rangle+B|bb\rangle+M(a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow)|0\rangle$. For $a$ and $b$ to be natural orbitals, the off-diagonal element $AM^*+MB^*$ must vanish. If $M\ne0$, this requires $|A|=|B|$ and hence equal occupations. For $n_a\neq n_b$, therefore, $M=0$ and only the relative phase $\varphi$ of $A$ and $B$ is free. The ionic amplitude then gives

$$W(\varphi)=\frac U2\left|\sqrt{n_a}+e^{i\varphi}\sqrt{n_b}\right|^2=\frac U2+U\sqrt{n_an_b}\cos\varphi ,$$

which is smallest at $\varphi=\pi$. For $n_a=n_b=1/2$ formula (7) gives 0, which the state $|C\rangle$ attains and which no state can undercut when $U>0$.

### (c) The Mueller functional

The Hubbard term must first be written in the form (1). Take $v_{pq}=U$ whenever $p$ and $q$ are on the same site, whatever their spins. The terms with $p=q$ contain $c^\dagger_pc^\dagger_p=0$. The two orderings of opposite spins, with the factor $1/2$, give $Un_{i\uparrow}n_{i\downarrow}$. This is the spin-independent form, in which a density-density repulsion does not ask for the spin.

Both orbitals have weight $1/2$ on each site, so

$$\gamma_{pp}=\frac{n_a+n_b}2=\frac12,\qquad(\sqrt\gamma)_{pp}=\frac{\sqrt{n_a}+\sqrt{n_b}}2 ,$$

and $\sqrt\gamma$ has no elements between opposite spins. The Hartree part of (2) has four ordered pairs $(p,q)$ on each of two sites:

$$\frac12\cdot2\cdot4\cdot U\cdot\frac14=U .$$

In the exchange part only $p=q$ contributes, for four spin-orbitals:

$$-\frac12\cdot4\cdot U\,\frac{(\sqrt{n_a}+\sqrt{n_b})^2}4=-\frac U2\left(1+2\sqrt{n_an_b}\right)=-\frac U2-U\sqrt{n_an_b}.$$

The sum is

$$W_M=\frac U2-U\sqrt{n_an_b}=W .\tag{8}$$

The agreement depends on the $p=q$ terms. As operators they are zero, but the functional assigns them a value. Collecting them separately gives an equal-spin part $U/2-U/2-U\sqrt{n_an_b}=-U\sqrt{n_an_b}$, and the opposite-spin part is $U/2$. The true equal-spin part is 0 and the true opposite-spin part is $W$. The functional therefore has the correct total but the wrong division between spins, with a negative energy for a repulsion. If the interaction is written with opposite spins only, $W_M=U/2$ and the correlation is lost.

**Minimization.** Equality at the exact $\gamma$ does not yet show that the Mueller energy has its minimum there. Consider every $\gamma$ that is the same for both spins, has no elements between them, and holds one electron per spin. In the space of the two sites it is

$$\gamma_\sigma=\tfrac12\left(1+d\,\mathbf m\cdot\boldsymbol\tau\right),\qquad d=n_a-n_b,\quad|\mathbf m|=1,$$

with $\boldsymbol\tau$ the Pauli matrices. The symmetric dimer has $m_x=1$, while $m_z\neq0$ means unequal site densities. Put $p=\sqrt{n_an_b}$, so that $d^2=1-4p^2$. The square root is

$$\sqrt{\gamma_\sigma}=\tfrac12\left[(\sqrt{n_a}+\sqrt{n_b})+(\sqrt{n_a}-\sqrt{n_b})\,\mathbf m\cdot\boldsymbol\tau\right].$$

The site densities are $1\pm d\,m_z$, so the Hartree part is $\frac U2\sum_i n_i^2=U(1+d^2m_z^2)$. Since $(\sqrt{n_a}\pm\sqrt{n_b})^2=1\pm2p$, the exchange part is $-\frac U2[(1+2p)+(1-2p)m_z^2]$. Adding them,

$$W_M=U\left[\tfrac12-p+m_z^2\left(\tfrac12+p-4p^2\right)\right],\qquad \tfrac12+p-4p^2=(1-2p)\left(\tfrac12+2p\right).\tag{9}$$

The factor of $m_z^2$ is not negative for $0\le p\le1/2$. The hopping energy is $-2td\,m_x$. For fixed $d$, both terms are smallest at $m_x=1$, $m_z=0$, which leaves

$$E(d)=-2td+\frac U2-\frac U2\sqrt{1-d^2}.$$

Setting $E'(d)=0$ gives $d/\sqrt{1-d^2}=4t/U$, hence $d=4t/R$ and $\sqrt{1-d^2}=U/R$. This is a minimum because $E''=\frac U2(1-d^2)^{-3/2}>0$. The occupations are those of (6), and the energy is

$$E=\frac U2-\frac{16t^2+U^2}{2R}=\frac{U-R}2=E_0 .$$

Within this class of density matrices, the Mueller functional gives the exact ground-state energy and density matrix of the symmetric dimer.

The restriction to equal spins matters for the density matrix. Multiply $\gamma_\uparrow$ by $1+s$ and $\gamma_\downarrow$ by $1-s$, with $|s|$ small enough that no occupation exceeds 1. The site densities summed over spin stay the same, and so does the hopping energy. The squared elements of $\sqrt{\gamma_\sigma}$ are multiplied by $1\pm s$, so the exchange part summed over spin is unchanged too. The Mueller energy therefore does not fix the spin polarization; here it is set to zero by the choice of class.

**Numbers.** Take $t=1$ and $U=3$, with energies in units of $t$. Then $R=\sqrt{9+16}=5$ and

$$n_a=\tfrac12\left(1+\tfrac45\right)=0.9,\qquad n_b=0.1,\qquad\sqrt{n_an_b}=0.3 .$$

The exact interaction energy is $W=1.5-3\times0.3=0.6$. The Mueller parts are $3.0$ (Hartree) and $-2.4$ (exchange), again $0.6$ in total. By spin they are $1.5$ (opposite) and $-0.9$ (equal). With the hopping energy $-2(0.9-0.1)=-1.6$ the total is $-1.0$, in agreement with (4). The numerical check confirms these values by diagonalization and by a free minimization over $\gamma_\sigma$.

### (d) Where the agreement ends

**Unequal site energies.** Let the site energies be $+\varepsilon/2$ on site 1 and $-\varepsilon/2$ on site 2, so that they sum to zero, with $U>0$. The triplets still have energy 0. So does $|C\rangle$ on average, and hopping couples it to $|I\rangle$, which pushes a singlet below 0. The ground state is thus a singlet, and its amplitudes can be taken real. For a singlet, the amplitude for the up electron on site $i$ and the down electron on site $j$ is symmetric in $i$ and $j$. This real symmetric matrix is diagonalized by two real orbitals, and $\gamma_\sigma$ is its square, so these orbitals are the natural orbitals and its eigenvalues are $\pm\sqrt{n_a}$ and $\pm\sqrt{n_b}$. The state is therefore again a combination of two doubly occupied orbitals. The one-body energy depends on $\gamma$ alone, so the relative sign is the one that lowers $W$. With opposite signs, the matrix of amplitudes for finding the up electron on site $i$ and the down electron on site $j$ is

$$\tfrac12\left[(\sqrt{n_a}-\sqrt{n_b})+(\sqrt{n_a}+\sqrt{n_b})\,\mathbf m\cdot\boldsymbol\tau\right].$$

Its squared diagonal elements, times $U$, add up to

$$W=U\left[\tfrac12-p+m_z^2\left(\tfrac12+p\right)\right].$$

Equal signs would replace $p$ by $-p$ and raise this by $2Up(1-m_z^2)\ge0$, which confirms the choice. Subtracting from (9),

$$W_M-W=-4U\,n_an_b\,m_z^2 .\tag{10}$$

At the exact $\gamma$ the Mueller value is too low as soon as the densities differ and both orbitals are occupied. For $U=3$ and a site-energy difference of 2, the sites hold $0.757$ and $1.243$ electrons. The exact $W$ is $0.941$ and the Mueller value $0.886$, an error of $-0.055$, or about 6% of the exact $W$.

**Attraction.** For $U<0$ and equal sites, (4) is still the lowest level, because $R>|U|$. The ratio (5) changes sign, so the configurations add in the ionic state and $W=U/2+U\sqrt{n_an_b}$. The functional keeps its fixed sign. At $U=-3$ the occupations are again $0.9$ and $0.1$, but $W=-1.5-0.9=-2.4$, while $W_M=-1.5+0.9=-0.6$.

## Comparison of the estimate with the solution

For $U\ll t$, expanding (6) with $4t/R\approx1-U^2/(32t^2)$ gives

$$n_b\approx\frac{U^2}{64t^2},\qquad W\approx\frac U2-\frac{U^2}{8t}.$$

For $U\gg t$, $4t/R\approx4t/U$ and $U/R\approx1-8t^2/U^2$, so

$$n_a-n_b\approx\frac{4t}U,\qquad W=\frac U2\left(1-\frac UR\right)\approx\frac{4t^2}U .$$

The powers agree with the estimate. The factors $1/64$ and $4$ are far from one. Since $R=4t\sqrt{1+(U/4t)^2}$, the two expansions are in $U/4t$ and its inverse rather than in $U/t$: $n_b\approx\frac14(U/4t)^2$ for weak repulsion and $n_a-n_b\approx(U/4t)^{-1}$ for strong repulsion.

| $U/t$ | $n_b$ | $W/t$ |
|---|---|---|
| 0.5 | 0.0039 | 0.219 |
| 3 | 0.1000 | 0.600 |
| 8 | 0.2764 | 0.422 |
| 20 | 0.4019 | 0.194 |

At $U=0.5t$ the weak form gives $W=0.25t-0.031t=0.219t$, which agrees to the digits shown. At $U=20t$ the strong form gives $0.200t$, about 3% above the exact value. At $U=3t$ the two forms give $0.375t$ and $1.33t$ against the exact $0.600t$, so neither serves there. The table also shows the predicted rise and fall of $W$.

The scaling laws in terms of occupations are the two ends of (7). For small $n_b$ it becomes $W\approx U/2-U\sqrt{n_b}$. Near equal occupations, $\sqrt{n_an_b}=\frac12\sqrt{1-d^2}\approx\frac12-\frac{d^2}4$, so $W\approx U(n_a-n_b)^2/4$. The square root in the Mueller functional supplies both ends and, for the symmetric repulsive dimer, everything between them.

## Computed results

```
Energies in units of t; occupations are per spin
hopping t = 1.0, repulsion U = 3.0
sqrt(U^2+16t^2) = 5.000000 t
n_a (bonding) = 0.900000
n_b (antibonding) = 0.100000
sqrt(n_a n_b) = 0.300000
exact ground-state energy = -1.000000 t
exact hopping energy = -1.600000 t
exact interaction energy = 0.600000 t
double occupancy per site = 0.100000
Mueller Hartree part = 3.000000 t
Mueller exchange part = -2.400000 t
Mueller interaction energy = 0.600000 t
Mueller opposite-spin part = 1.500000 t
Mueller equal-spin part = -0.900000 t
minimized Mueller energy = -1.000000 t
n_a at the Mueller minimum = 0.90000
Table: U/t, n_a, n_b, exact W/t, Mueller W/t
  0.5 0.996139 0.003861 0.218991 0.218991
  3.0 0.900000 0.100000 0.600000 0.600000
  8.0 0.723607 0.276393 0.422291 0.422291
 20.0 0.598058 0.401942 0.194193 0.194193
Unequal sites: U = 3.0 t, site-energy difference = 2.0 t
  n_a = 0.936486, n_b = 0.063514, m_z = -0.277977
  electrons on site 1 = 0.757334
  electrons on site 2 = 1.242666
  exact W = 0.940785 t, Mueller W = 0.885632 t
  Mueller minus exact = -0.055153 t
Attractive symmetric dimer: U = -3.0 t
  n_a = 0.900000, n_b = 0.100000
  exact W = -2.400000 t, Mueller W = -0.600000 t
```
